# Silicon displacement in SiC by electrons and by carbon recoils: test program

```python
"""Displacement of Si in SiC by electrons, directly or through a C recoil.

Result under test: with thresholds of 20 eV (C) and 35 eV (Si), electrons
displace Si directly above about 336 keV, while a C recoil that keeps all its
energy until it strikes Si can displace it above about 192 keV.
Symbols: E electron kinetic energy, m and M rest energies, T recoil energy,
L largest fraction of energy passed from C to Si, all energies in eV.
Method: closed formulas are compared with numerical roots of the relativistic
conservation laws and with integrated two-atom trajectories.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

m = const.m_e * const.c**2 / const.e
u_eV = const.atomic_mass * const.c**2 / const.e
A_C, A_SI = 12.0, 27.9769265          # isotope masses in u
A_SI30 = 29.9737701
D_C, D_SI = 20.0, 35.0                # displacement thresholds
E_BEAM = 300e3
LOSS = 20.0                           # trial loss of C before it meets Si
PHONON, TEMPERATURE = 0.080, 300.0    # round oscillator quantum (eV), K


# ---------- closed formulas ----------
def max_transfer(E, A):
    return 2 * E * (E + 2 * m) / (A * u_eV)


def max_transfer_exact(E, A):
    M = A * u_eV
    return 2 * M * E * (E + 2 * m) / ((M + m)**2 + 2 * M * E)


def threshold(A, T):
    return np.sqrt(m**2 + A * u_eV * T / 2) - m


def fraction(A1, A2):
    return 4 * A1 * A2 / (A1 + A2)**2


# ---------- independent numerical routes ----------
def transfer_numeric(E, A, psi=0.0):
    """Recoil energy at angle psi from relativistic conservation laws."""
    M = A * u_eV
    p = np.sqrt(E * (E + 2 * m))

    def mismatch(T):
        P = np.sqrt(T * (T + 2 * M))
        p_out_squared = p**2 + P**2 - 2 * p * P * np.cos(psi)
        return (E + m - T)**2 - m**2 - p_out_squared
    return brentq(mismatch, 1e-3, 1e4, xtol=1e-11, rtol=1e-13)


def threshold_numeric(A, T):
    return brentq(lambda E: transfer_numeric(E, A) - T, 1e4, 2e6, xtol=1e-5)


def moving_nucleus_numeric(E, A, E_vib):
    """Head-on recoil energy of a nucleus already moving along the beam."""
    M = A * u_eV
    p = np.sqrt(E * (E + 2 * m))
    P0 = np.sqrt(2 * M * E_vib)

    def mismatch(P):
        return (E + m + (P0**2 - P**2) / (2 * M)
                - np.sqrt((p + P0 - P)**2 + m**2))
    P = brentq(mismatch, P0 + p, P0 + 3 * p)
    return P**2 / (2 * M)


def collide(A1, A2, T, impact=0.0, E_target=0.0):
    """Integrate a collision; return target energy and cosine of its angle.

    Units: u, angstrom, eV. Repulsion: 2000 eV * exp(-r / 0.25 angstrom).
    """
    start, height, length = 8.0, 2000.0, 0.25
    v1, v2 = np.sqrt(2 * T / A1), np.sqrt(2 * E_target / A2)

    def motion(t, y):
        separation = y[0:2] - y[2:4]
        r = np.hypot(*separation)
        force = height / length * np.exp(-r / length) * separation / r
        return np.concatenate([y[4:8], force / A1, -force / A2])
    y0 = [-start, impact, 0, 0, v1, 0, v2, 0]
    run = solve_ivp(motion, (0, 2.3 * start / (v1 - v2)), y0,
                    method="DOP853", rtol=1e-10, atol=1e-10)
    assert run.success
    vx, vy = run.y[6:8, -1]
    speed = np.hypot(vx, vy)
    return A2 * speed**2 / 2, vx / speed


# ---------- electron-nucleus collision ----------
for A in (A_C, A_SI):
    for E in (1e5, 3e5, 8e5):
        head_on = transfer_numeric(E, A)
        assert abs(head_on / max_transfer_exact(E, A) - 1) < 1e-8
        # the neglected terms are of relative order 2(E+m)/M
        assert abs(head_on / max_transfer(E, A) - 1) < 3e-4
        for psi in (0.3, 0.7, 1.2):
            oblique = transfer_numeric(E, A, psi)
            assert oblique < head_on
            assert abs(oblique / (head_on * np.cos(psi)**2) - 1) < 1e-5

# ---------- atom-atom collision ----------
L = fraction(A_C, A_SI)
for impact in (0.0, 0.3, 0.8):
    T_si, cosine = collide(A_C, A_SI, 50.0, impact)
    assert abs(T_si / (L * 50.0 * cosine**2) - 1) < 1e-6
L_measured = collide(A_C, A_SI, 50.0)[0] / 50.0

# ---------- the two thresholds ----------
T_C_needed = D_SI / L
E_direct = threshold(A_SI, D_SI)
E_indirect = threshold(A_C, max(D_C, T_C_needed))
E_carbon = threshold(A_C, D_C)
E_direct_num = threshold_numeric(A_SI, D_SI)
E_indirect_num = threshold_numeric(A_C, D_SI / L_measured)
assert T_C_needed > D_C
assert abs(E_direct - E_direct_num) < 50          # finite nuclear mass
assert abs(E_indirect - E_indirect_num) < 50
assert abs(E_carbon - threshold_numeric(A_C, D_C)) < 50
assert abs(E_direct_num - 336e3) < 500
assert abs(E_indirect_num - 192e3) < 500

# ---------- the detour helps only through a lighter atom ----------
for A1 in (6.0, 12.0, 20.0, 26.0, 30.0, 40.0, 70.0):
    passed = collide(A1, A_SI, 50.0)[0] / 50.0
    detour = threshold_numeric(A1, D_SI / passed)
    assert (detour < E_direct_num) == (A1 < A_SI)
E_reverse = threshold(A_SI, D_C / fraction(A_SI, A_C))
reverse_passed = collide(A_SI, A_C, 50.0)[0] / 50.0
assert abs(E_reverse - threshold_numeric(A_SI, D_C / reverse_passed)) < 50
assert E_reverse > E_carbon

p_limit = np.sqrt(E_indirect * (E_indirect + 2 * m))
momentum_ratio = 4 * A_SI / (A_C + A_SI)
T_chain = collide(A_C, A_SI, transfer_numeric(E_indirect, A_C))[0]
P_chain = np.sqrt(2 * A_SI * u_eV * T_chain)
assert abs(P_chain / p_limit / momentum_ratio - 1) < 3e-4

# ---------- energy lost by C before the second collision ----------
E_loss = threshold(A_C, LOSS + T_C_needed)
T_after_loss = transfer_numeric(E_loss, A_C) - LOSS
assert abs(collide(A_C, A_SI, T_after_loss)[0] - D_SI) < 0.02
loss_closing = D_SI * (A_SI / A_C - 1 / L)
E_closing = threshold_numeric(A_C, loss_closing + D_SI / L_measured)
assert abs(E_closing - E_direct_num) < 50

# ---------- example beam ----------
T_si_direct = max_transfer(E_BEAM, A_SI)
T_c_beam = max_transfer(E_BEAM, A_C)
T_si_via_c = L * T_c_beam
T_si_loss = L * (T_c_beam - LOSS)
loss_allowed = T_c_beam - T_C_needed
angle_limit = np.degrees(np.arccos(np.sqrt(D_SI / T_si_via_c)))
assert transfer_numeric(E_BEAM, A_SI) < D_SI
T_c_num = transfer_numeric(E_BEAM, A_C)
assert abs(collide(A_C, A_SI, T_c_num)[0] - T_si_via_c) < 0.03
assert collide(A_C, A_SI, T_c_num - LOSS)[0] > D_SI
# locate the limiting oblique trajectory without using the angle formula
b_limit = brentq(lambda b: collide(A_C, A_SI, T_c_num, b)[0] - D_SI, 0.01, 2)
cos_limit = collide(A_C, A_SI, T_c_num, b_limit)[1]
assert abs(np.degrees(np.arccos(cos_limit)) - angle_limit) < 0.05

# ---------- vibration: rms motion along the collision direction ----------
kT = const.k * TEMPERATURE / const.e
E_vib = PHONON / 4 / np.tanh(PHONON / (2 * kT))
levels = np.arange(200)
weights = np.exp(-levels * PHONON / kT)
level_sum = np.sum(weights * (levels + 0.5) * PHONON / 2) / weights.sum()
assert abs(E_vib / level_sum - 1) < 1e-10
T_c_vib = (np.sqrt(T_C_needed) - np.sqrt(E_vib))**2
T_si_vib = (np.sqrt(D_SI) - np.sqrt(E_vib))**2
E_indirect_vib = threshold(A_C, T_c_vib)
E_direct_vib = threshold(A_SI, T_si_vib)
assert abs(moving_nucleus_numeric(E_indirect_vib, A_C, E_vib)
           - T_C_needed) < 0.02
assert abs(moving_nucleus_numeric(E_direct_vib, A_SI, E_vib) - D_SI) < 0.02
kappa = (A_SI - A_C) / (A_SI + A_C)
T_c_target = (np.sqrt(D_SI) - kappa * np.sqrt(E_vib))**2 / L
assert abs(collide(A_C, A_SI, T_c_target, 0.0, E_vib)[0] - D_SI) < 1e-4
E_target_vib = threshold(A_C, T_c_target)


def show(label, value, digits, unit):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("electron rest energy", m / 1e3, 3, "keV")
show("12C rest energy", A_C * u_eV / 1e6, 1, "MeV")
show("28Si rest energy", A_SI * u_eV / 1e6, 1, "MeV")
show("C displacement threshold (given)", D_C, 0, "eV")
show("Si displacement threshold (given)", D_SI, 0, "eV")
show("largest C-to-Si energy fraction L", L, 4, "")
show("L from integrated trajectory", L_measured, 4, "")
show("C energy needed to displace Si", T_C_needed, 2, "eV")
show("electron threshold, C directly", E_carbon / 1e3, 1, "keV")
show("electron threshold, Si directly", E_direct / 1e3, 1, "keV")
show("same, numerical conservation laws", E_direct_num / 1e3, 1, "keV")
show("electron threshold, Si via C", E_indirect / 1e3, 1, "keV")
show("same, numerical chain", E_indirect_num / 1e3, 1, "keV")
show("nonrelativistic direct Si threshold",
     A_SI * u_eV * D_SI / (4 * m) / 1e3, 1, "keV")
show("nonrelativistic Si-via-C threshold",
     A_C * u_eV * T_C_needed / (4 * m) / 1e3, 1, "keV")
show("Si momentum / electron momentum, direct", 2.0, 2, "")
show("Si momentum / electron momentum, via C", momentum_ratio, 2, "")
show("electron threshold, C via Si", E_reverse / 1e3, 1, "keV")
show("trial C energy loss", LOSS, 0, "eV")
show("Si-via-C threshold with that loss", E_loss / 1e3, 1, "keV")
show("C loss that removes the advantage", loss_closing, 1, "eV")
show("example beam energy", E_BEAM / 1e3, 0, "keV")
show("example: largest direct Si recoil", T_si_direct, 1, "eV")
show("example: largest C recoil", T_c_beam, 1, "eV")
show("example: largest Si recoil via C", T_si_via_c, 1, "eV")
show("example: same after trial loss", T_si_loss, 1, "eV")
show("example: largest tolerable C loss", loss_allowed, 1, "eV")
show("example: largest Si recoil angle, no loss", angle_limit, 1, "degrees")
for D in (D_SI - 5, D_SI + 5):
    show(f"direct threshold if Si needs {D:.0f} eV",
         threshold(A_SI, D) / 1e3, 1, "keV")
    show(f"via-C threshold if Si needs {D:.0f} eV",
         threshold(A_C, max(D_C, D / L)) / 1e3, 1, "keV")
show("oscillator quantum (round value)", PHONON * 1e3, 0, "meV")
show("temperature", TEMPERATURE, 0, "K")
show("mean vibrational kinetic energy, one axis", E_vib * 1e3, 1, "meV")
show("rms vibration lowers direct threshold by",
     (E_direct - E_direct_vib) / 1e3, 1, "keV")
show("rms C vibration lowers via-C threshold by",
     (E_indirect - E_indirect_vib) / 1e3, 1, "keV")
show("rms Si vibration lowers via-C threshold by",
     (E_indirect - E_target_vib) / 1e3, 1, "keV")
show("direct threshold for 30Si", threshold(A_SI30, D_SI) / 1e3, 1, "keV")
show("via-C threshold for 30Si",
     threshold(A_C, D_SI / fraction(A_C, A_SI30)) / 1e3, 1, "keV")
show("finite-mass correction, direct", E_direct_num - E_direct, 0, "eV")
show("finite-mass correction, via C", E_indirect_num - E_indirect, 0, "eV")
print("done: every assertion held")
```

Output:

```
electron rest energy: 510.999 keV
12C rest energy: 11177.9 MeV
28Si rest energy: 26060.3 MeV
C displacement threshold (given): 20 eV
Si displacement threshold (given): 35 eV
largest C-to-Si energy fraction L: 0.8403
L from integrated trajectory: 0.8403
C energy needed to displace Si: 41.65 eV
electron threshold, C directly: 99.7 keV
electron threshold, Si directly: 335.9 keV
same, numerical conservation laws: 335.9 keV
electron threshold, Si via C: 191.8 keV
same, numerical chain: 191.8 keV
nonrelativistic direct Si threshold: 446.2 keV
nonrelativistic Si-via-C threshold: 227.8 keV
Si momentum / electron momentum, direct: 2.00
Si momentum / electron momentum, via C: 2.80
electron threshold, C via Si: 244.8 keV
trial C energy loss: 20 eV
Si-via-C threshold with that loss: 267.3 keV
C loss that removes the advantage: 39.9 eV
example beam energy: 300 keV
example: largest direct Si recoil: 30.4 eV
example: largest C recoil: 71.0 eV
example: largest Si recoil via C: 59.6 eV
example: same after trial loss: 42.8 eV
example: largest tolerable C loss: 29.3 eV
example: largest Si recoil angle, no loss: 40.0 degrees
direct threshold if Si needs 30 eV: 296.5 keV
via-C threshold if Si needs 30 eV: 167.7 keV
direct threshold if Si needs 40 eV: 373.5 keV
via-C threshold if Si needs 40 eV: 215.1 keV
oscillator quantum (round value): 80 meV
temperature: 300 K
mean vibrational kinetic energy, one axis: 21.9 meV
rms vibration lowers direct threshold by: 13.4 keV
rms C vibration lowers via-C threshold by: 7.5 keV
rms Si vibration lowers via-C threshold by: 3.3 keV
direct threshold for 30Si: 354.9 keV
via-C threshold for 30Si: 196.6 keV
finite-mass correction, direct: 18 eV
finite-mass correction, via C: 21 eV
done: every assertion held
```
